# Translations and Condition Number in Conjugate-Gradient Relaxation of Keating Alloys

In the quadratic model of the energy about its minimum, a strained alloy supercell of 216 atoms needs 35 conjugate-gradient (CG) steps to reduce the error of a random starting displacement by a factor of $10^6$ when every atom is free. With one atom held fixed it needs 76. Fixing an atom removes the freedom to translate, yet makes the relaxation slower. The free run needed no removal at all.

This bears on a setting found in relaxation codes: leave translations alone, subtract the mean force, or pin an atom. The convergence theory below holds for any smooth energy unchanged by translation, near a minimum where translations are the only zero modes; the numbers come from the Keating model, a classical force field.

## The energy and its zero modes

The cell is periodic with fixed edges. Let $r_b$ be the vector of bond $b$ from cation to anion, and

$$E=\sum_t w_t g_t^2,\qquad g_t=r_b\cdot r_c-c_t .$$

A stretching term has $b=c$, $c_t=d_b^2$, $w_t=3\alpha_b/(8d_b^2)$. A bending term couples two bonds sharing an atom, with $c_t=-d_bd_c/3$ and $w_t=3\beta/(8d_bd_c)$, where $\beta$ is the mean for the two bonds. Here $d$ is the natural bond length.

Displace the atoms by $sv$, so that $r_b\to r_b+sq_b$ with $q_b=v_{\rm anion}-v_{\rm cation}$. Then $g=g_0+sg_1+s^2g_2$, with

$$g_1=r_b\cdot q_c+q_b\cdot r_c,\qquad g_2=q_b\cdot q_c .$$

The energy along a search line is a quartic, and its minimum is a root of the cubic $E'(s)=0$. The second derivative at $s=0$ defines the force-constant matrix $K$:

$$v^TKv=2\sum_t w_t(g_1^2+2g_0g_2).$$

The first part cannot be negative. The second, the prestress term, can have either sign.

For a rigid translation $T$ all $q_b$ vanish and $E$ is unchanged. Hence the forces sum to zero, and since they too are unchanged, $KT=0$.

In the unstressed uniform crystal these are the only zero modes. There $g_0=0$, so $v^TKv=0$ requires every $g_1=0$: all lengths and dot products of bonds at an atom are kept to first order. Each atom with its four bonds therefore moves as a rigid body with some rotation vector $\omega_i$. Two neighbours share both ends of a bond, so their motions can differ only by a rotation of amount $t$ about that bond.

Follow a six-ring with steps $a,-b,c,-a,b,-c$, where $a,b,c$ are three independent bond vectors. The six differences must sum to zero. Their rotation vectors give $t_4=-t_1$, $t_5=-t_2$, $t_6=-t_3$. Their moments $t_kx_k\times d_k$, with $x_k$ the start of step $k$ and $d_k$ its bond vector, give

$$t_2\,a\times b+t_3(a-b)\times c+t_4(c-b)\times a+t_5\,c\times b=0 .$$

The coefficients of the independent vectors $a\times b$, $c\times a$, $b\times c$ are $t_2+t_4$, $t_4-t_3$ and $-t_3-t_5$. Thus $t_2=t_1$, $t_3=-t_1$ and $t_3=t_2$, so all vanish. Every bond lies in such a ring, so all $\omega_i$ are equal; periodicity along three independent edges then forces $\omega=0$.

With prestress this proof no longer applies. For the three alloy cells treated here, diagonalization gave three zero eigenvalues and no negative ones.

## Why the condition number enters

Let $e$ be the displacement from the minimum, with its mean removed. Near the minimum $E-E_{\min}=\tfrac12e^TKe+O(e^3)$ and the force is $r=-Ke$. Define $\|e\|_K=\sqrt{e^TKe}$. Starting from $p_0=r_0$, CG repeats

$$\alpha_k=\frac{r_k\cdot r_k}{p_k\cdot Kp_k},\quad e_{k+1}=e_k+\alpha_kp_k,\quad r_{k+1}=r_k-\alpha_kKp_k,$$
$$p_{k+1}=r_{k+1}+\beta_kp_k,\qquad \beta_k=\frac{r_{k+1}\cdot r_{k+1}}{r_k\cdot r_k}.$$

(These step coefficients are unrelated to the Keating constants.) Let $S_k$ be the span of $p_0,\dots,p_{k-1}$, which is also that of $r_0,\dots,r_{k-1}$. Suppose $r_k\perp S_k$ and $p_k\cdot Kp_j=0$ for $j<k$. Then $r_{k+1}$ is orthogonal to the earlier $p_j$, and to $p_k$ by the choice of $\alpha_k$, because $r_k\cdot p_k=r_k\cdot r_k$. Since $Kp_j=(r_j-r_{j+1})/\alpha_j$, $p_{k+1}\cdot Kp_j=0$ for $j<k$; for $j=k$ the two contributions $\mp r_{k+1}\cdot r_{k+1}/\alpha_k$ cancel. Both properties persist by induction.

For any $s$ in $S_k$, $s\cdot Ke_k=-s\cdot r_k=0$, so $\|e_k+s\|_K^2=\|e_k\|_K^2+\|s\|_K^2$. CG has thus found the smallest error in $e_0+S_k$. As $S_k$ is spanned by $Ke_0,\dots,K^ke_0$, this means $e_k=P(K)e_0$ with the best polynomial of degree at most $k$ and $P(0)=1$.

The zero eigenvalue plays no part, because $e_0$ has no translational component and $K$ creates none. Let $\lambda_+$ be the smallest nonzero eigenvalue and $\kappa=\lambda_{\max}/\lambda_+$. A permissible trial polynomial is

$$P(\lambda)=\frac{T_k\big((\lambda_{\max}+\lambda_+-2\lambda)/(\lambda_{\max}-\lambda_+)\big)}{T_k(z)},\qquad z=\frac{\kappa+1}{\kappa-1},$$

with $T_k$ the Chebyshev polynomial. The numerator is at most 1 in size on the spectrum. For the denominator, $T_k(z)=\tfrac12(y^k+y^{-k})$ with

$$y=z+\sqrt{z^2-1}=\frac{(\sqrt\kappa+1)^2}{\kappa-1}=\frac{\sqrt\kappa+1}{\sqrt\kappa-1}\equiv\frac1\rho .$$

Therefore

$$\|e_k\|_K\le2\rho^k\|e_0\|_K .$$

Because $\ln(1/\rho)=2\,{\rm artanh}(1/\sqrt\kappa)\ge2/\sqrt\kappa$, an error ratio $\varepsilon$ is guaranteed after

$$k\ge\tfrac12\sqrt\kappa\,\ln(2/\varepsilon)$$

steps. This is a guarantee, not a prediction. An error containing $m$ distinct eigenvalues is removed in $m$ steps by a polynomial with those roots. For three modes of the 216-atom cell, the error ratio was 0.13 after two steps and $10^{-14}$ after three, although $\kappa$ was unchanged.

The true energy is not quadratic. With exact line minimization, nonlinear CG approaches the linear iteration as the starting displacement shrinks. After eight steps the two differed by $7.6\times10^{-5}$ of the initial error for a 0.1 pm start, and by a tenth of that for 0.01 pm. These are rms displacements per Cartesian component. Far from the minimum the bound makes no promise.

## The strained alloy

The model alloy has cations A (75 %) and B (25 %) and a common anion C. Natural bond lengths are 245 and 260 pm, $\alpha=40$ and 35 N/m, $\beta=9$ and 6 N/m. It lies coherently on an AC substrate, so its mean lattice constant $a_0=574.46$ pm is compressed in the plane to 565.80 pm, a strain $\epsilon=-1.508$ %.

The cell height follows from the uniform crystal with mean constants. Put $h=a_0/4$, so bonds are $h(\pm1,\pm1,\pm1)$ and the prefactors are $\alpha/(8h^2)$ and $\beta/(8h^2)$. Under axial strains $\epsilon_i$ with sum $\theta$, each bond has $g_1=2h^2\theta$. A bond pair has equal signs along one axis $i$ and opposite signs along the others, so $g_1=2h^2(2\epsilon_i-\theta)$. A two-atom cell has four bonds and four pairs for each axis:

$$E_{\rm cell}=2h^2\Big[\alpha\theta^2+\beta\sum_i(2\epsilon_i-\theta)^2\Big]
=2h^2\Big[(\alpha-\beta)\theta^2+4\beta\sum_i\epsilon_i^2\Big].$$

Setting the derivative with respect to $\epsilon_z$ to zero, with $\theta=2\epsilon+\epsilon_z$, gives

$$\epsilon_z=-2\,\frac{\alpha-\beta}{\alpha+3\beta}\,\epsilon=0.9606\times1.508\,\%=1.449\,\% ,$$

and a height of 582.78 pm per cubic cell, fixed thereafter. This is an estimate from the uniform crystal, not the stress-free height of the alloy. The relaxed 216-atom cell has its lowest energy at 581.4 pm, so the fixed height leaves a tensile stress of about 0.3 GPa along $z$. At 581.4 pm the mean bond lengths below are 0.2 pm shorter, while $\kappa$ remains 31.3.

Relaxing the 216 atoms from ideal sites took 44 steps to reduce the force norm by $10^8$. The energy fell from $5.08\times10^{-21}$ to $1.97\times10^{-21}$ J per atom. Bonds that all began at 247.5 pm separated into means of 244.9 pm (A–C) and 255.7 pm (B–C). The mean position drifted by about $10^{-16}$ pm without any projection.

At the minimum $\lambda_+=12.80$ and $\lambda_{\max}=400.6$ N/m, so $\kappa=31.3$ and $\rho=0.697$. For $\varepsilon=10^{-6}$ the guarantee is $\tfrac12(5.595)(14.51)=40.6$, hence 41 steps. Nonlinear CG from a 0.1 pm start took 36. These values belong to one random arrangement of A and B; three other arrangements gave $\kappa$ between 31.6 and 32.2.

## When the forces have a net part

Supplied forces may fail to sum to zero, for instance if the energy is evaluated on a grid that does not move with the atoms. On such a grid the net force varies periodically as the crystal shifts, and the energy keeps a minimum. The model below takes the net force as constant, so it describes the grid case only while the shift is much smaller than the grid spacing. Write $r_0=r_{0,c}+\eta\hat t$, where $\hat t$ is a unit translation and $r_{0,c}$ has no net force. Since $K\hat t=0$, no step changes the component $\eta$. The model energy now falls linearly along $\hat t$ and has no minimum.

The internal coordinates do not converge either. Let $e$ denote the error relative to the solution without net force. From $r_k=p_k-\beta_{k-1}p_{k-1}$ and conjugacy, $\|p_k\|_K\le\|r_k\|_K\le\lambda_{\max}\|e_k\|_K$. Each step has length

$$\|e_{k+1}-e_k\|_K=\alpha_k\|p_k\|_K=\frac{\|r_k\|^2}{\|p_k\|_K}\ge\frac{\eta^2}{\lambda_{\max}\|e_k\|_K}.$$

The left side is at most twice the larger of the two errors, so

$$\max(\|e_k\|_K,\|e_{k+1}\|_K)\ge\frac{\eta}{\sqrt{2\lambda_{\max}}}.$$

The search direction also degenerates. The translational part of $p_k$ is $\eta m_k$, with $m_0=1$ and $m_k=1+\beta_{k-1}m_{k-1}$. The scaled vector $s_k=p_k/m_k$ has the form $q(K)r_0$ with $q(0)=1$. Any competitor of the same degree differs from it by $Kw$ with $w$ in $S_k$, and $s_k\cdot Kw=0$, so $s_k$ is the shortest. Comparing it with the Chebyshev choice, whose translational part is also $\eta$, gives

$$\frac{\|p_{k,c}\|}{\|p_{k,t}\|}\le2\rho^k\,\frac{\|r_{0,c}\|}{\eta},$$

where $c$ and $t$ mark the internal and translational parts. CG thus ends up searching along a direction with almost no curvature, and the bound falls faster the better conditioned the crystal is.

With $\eta$ equal to $10^{-3}$ of the force norm, this ratio fell from 1000 to $3.2\times10^{-5}$ in 42 steps; the bound for the last direction is $7\times10^{-4}$. The internal error, relative to its initial value, reached its minimum of 0.0034 at step 14 and then grew steadily; it was 82 at step 42, where the run was stopped because the search direction had almost lost its curvature. By then the rigid shift, also still growing, was $9.8\times10^6$ pm, from a starting error of 1.7 pm rms per atom. These figures belong to the quadratic model; a real relaxation would have left its range long before.

The cure is to replace each atomic force by

$$F_i\to F_i-\frac1N\sum_jF_j ,$$

with $N$ the number of atoms. This is the orthogonal projection onto the complement of the translations. With it the error ratio was $2\times10^{-9}$ after 51 steps. Projection removes only the net part: an internal force error $\delta F$ still moves the minimum, by up to $\|\delta F\|/\lambda_+$.

## Why pinning an atom is slower

Pinning deletes three rows and columns of $K$. Take as trial vector a unit translation $\tau$ of the other $N-1$ atoms. It equals a full translation minus a displacement of the pinned atom, and the full translation costs nothing. Its energy form is therefore $\tau^TK_{11}\tau$, where $K_{11}$ is the pinned atom's own $3\times3$ block. Dividing by the squared norm gives

$$\mu_1\le\frac{\lambda_{\min}(K_{11})}{N-1}$$

for the lowest pinned eigenvalue. In the example this cap is 0.71 N/m and $\mu_1$ is 0.30 N/m, against $\lambda_+=12.8$ N/m for the free crystal. The almost free motion of the crystal against its pin has become a soft mode, and $\kappa$ rises to 1345.

The corresponding guarantee is 267 steps, yet 76 sufficed (62 when the pinned atom starts at its own minimum position). At most three pinned eigenvalues lie below $\lambda_+$: the span of the lowest four pinned modes contains a vector orthogonal to the three translations, whose quotient is at least $\lambda_+$, so $\mu_4\ge\lambda_+$. A polynomial can spend three roots on $\mu_1,\mu_2,\mu_3$. Each factor $1-\lambda/\mu_i$ is at most $\kappa_{\rm pin}$ in size on the rest, which lies within the free interval. This leaves

$$\|e_k\|_K\le2\rho^{k-3}\kappa_{\rm pin}^3\|e_0\|_K .$$

For $10^{-6}$ one needs $k-3\ge(14.51+3\times7.204)/0.3614$, or about 103 steps in all. The pin thus adds a delay rather than slowing every later step: going on from $10^{-6}$ to $10^{-10}$ took 24 more steps with the pin and 25 without. The delay stops growing with the tolerance but grows with the cell. For $10^{-6}$ it was 23, 41 and 55 steps with 2, 3 and 4 cubic cells per edge, about as many as the free run itself.

## How the step number grows with the cell

For the uniform unstressed crystal both ends of the spectrum follow from one calculation. Apply a shear $\gamma$ in the $xy$ plane and shift the anions by $w$ along $z$ relative to the cations. With bonds $h(s_x,s_y,s_z)$ and $s_xs_y=s_z$, each bond has $g_1=2hs_z(h\gamma+w)$. Of the six pairs at an atom, the two with equal $s_z$ have $g_1=\pm2h(w-h\gamma)$; the other four give zero. Hence

$$E_{\rm cell}=2\alpha(w+h\gamma)^2+2\beta(w-h\gamma)^2 .$$

Without shear this is the zone-centre optical mode. Displacements $\pm w/2$ have squared norm $w^2/2$ per cell, so $\tfrac12\lambda w^2/2=2(\alpha+\beta)w^2$ and $\lambda=8(\alpha+\beta)$. For the mean constants, 38.75 and 8.25 N/m, this is 376 N/m, and it was the largest eigenvalue in the cells with 2, 3 and 4 cubic cells per edge. It also was for ratios $\beta/\alpha$ from 0.01 to 1 in the two smaller cells. At $\beta=2\alpha$ another mode lies higher, and the formula for $\kappa$ below then no longer applies.

With shear, minimizing over $w$ gives $w=-h\gamma(\alpha-\beta)/(\alpha+\beta)$ and $E_{\rm cell}=8h^2\gamma^2\alpha\beta/(\alpha+\beta)$. Dividing by the cell volume $16h^3$ and equating to $\tfrac12C_{44}\gamma^2$ yields

$$C_{44}=\frac{4\alpha\beta}{a_0(\alpha+\beta)} .$$

A long transverse wave along a cube axis has $\lambda=C_{44}q^2V/N$, with volume per atom $V/N=a_0^3/8$. The longest wave in $n$ cubic cells has $q=2\pi/(na_0)$, so

$$\lambda_+\simeq\frac{2\pi^2\alpha\beta}{(\alpha+\beta)n^2},\qquad
\kappa\simeq\frac{4(\alpha+\beta)^2n^2}{\pi^2\alpha\beta}.$$

That a wave along a cube axis is the softest mode was checked by diagonalization: for $n=2,3,4$ a single row of $n$ cubic cells had the same $\lambda_+$ as the full cube. For $n=3$ the formula gives $\kappa=25.2$, against 26.6 by diagonalization; the relative discrepancy shrinks as $1/n^2$. The guaranteed step number thus grows as $n$, or $N^{1/3}$. For $\beta\ll\alpha$ it also grows as $\sqrt{\alpha/\beta}$: weak bending stiffness makes relaxation slow.

The alloy is not covered by this formula. At $n=3$ coherent strain alone raises the uniform $\kappa$ to 29.2, and the alloy has 31.3. For $n=2,3,4$ the alloy guarantees are 29, 41 and 54 steps, and 25, 36 and 45 were needed. If compression drove a mode towards instability, $\lambda_+$ would approach zero and $\kappa$ would diverge.

## Choosing the settings

**Translations.** Leave all atoms free and subtract the mean force. This changes nothing when the forces already sum to zero. When they do not, it keeps the net part from driving the search along a translation; for a constant net force, that prevents the runaway. If atoms are held for a physical reason, such as a fixed substrate layer, translations are no longer free and the mean force on the mobile atoms must not be subtracted.

**Direct solvers.** A Newton step solves with $K$ itself, which is singular. There the translations must be removed, or lifted by adding a positive multiple of their projector.

**Step limit.** Near the minimum, allow $\tfrac12\sqrt\kappa\ln(2/\varepsilon)$ steps for an error ratio $\varepsilon$ in the norm $\|e\|_K$, plus a margin for the nonlinear approach. If $\varepsilon$ is a ratio of force norms, replace $2/\varepsilon$ by $2\sqrt\kappa/\varepsilon$, because $\sqrt{\lambda_+}\,\|e\|_K\le\|r\|\le\sqrt{\lambda_{\max}}\,\|e\|_K$. For a bulk crystal, roughly double the allowance when each edge of the cell is doubled. A free-standing slab needs more: its long bending waves have $\lambda\propto q^4$, so doubling the in-plane edges can roughly quadruple the guaranteed step number.

**Force threshold.** From $r=-Ke$ follows $\|e\|\le\|r\|/\lambda_+$. With $\lambda_+=12.8$ N/m, an rms force of $10^{-12}$ N per atom limits the rms displacement error to 0.08 pm. In a larger cell $\lambda_+$ is smaller, and the same threshold guarantees less.

**Coordinates.** The condition number must belong to the coordinates in which CG runs. In mass-scaled coordinates $M^{1/2}u$, with $M$ the diagonal matrix of masses, it is that of the dynamical matrix $D=M^{-1/2}KM^{-1/2}$, the squared ratio of the highest to the lowest nonzero frequency. Since $v^TDv/v^Tv=u^TKu/u^TMu$ for $v=M^{1/2}u$, the min–max principle places each eigenvalue of $D$ between that of $K$ divided by the largest and by the smallest mass. The two condition numbers differ at most by the mass ratio. Here the frequencies 1.552 and 9.175 THz give $\kappa=35.0$ instead of 31.3, and 37 steps instead of 35. The translation to be removed is then $M^{1/2}T$, so the net force is shared in proportion to mass: $F_i\to F_i-m_i\sum_jF_j/\sum_jm_j$.

The remaining values are in the numerical output below.

## Numbers as computed

```
Mean alpha, beta: 38.750, 8.250 N/m; mean bond 248.75 pm
Free and substrate lattice constants: 574.46, 565.80 pm
In-plane strain -1.508 %; 2*C12/C11 = 0.9606
  same ratio from energy minimization: 0.9607
Cell height per cubic cell: 582.78 pm; ring rank 6
Uniform 8x1x1: lambda_min 2.08258, formula 2.09787 N/m
Uniform 16x1x1: lambda_min 0.52351, formula 0.52447 N/m
Formula lambda_max = 8(alpha+beta): 376.000 N/m
Uniform n=2: lambda_min 29.5260 (n x1x1: 29.5260) N/m, kappa 12.73, formula 11.20
Uniform n=3: lambda_min 14.1351 (n x1x1: 14.1351) N/m, kappa 26.60, formula 25.20
Uniform n=4: lambda_min 8.1453 (n x1x1: 8.1453) N/m, kappa 46.16, formula 44.81
Alloy n=2, N=64: lambda_min 24.8789, lambda_max 397.047 N/m, kappa 15.96
  steps for error ratio 1e-6: bound 29, observed 25
  kappa: strained uniform 13.92, alloy without prestress term 15.12
  kappa change from uniform: contrast 0.01 0.00134, 0.02 0.00270, 1 0.2532
Alloy n=3, N=216: lambda_min 12.7970, lambda_max 400.575 N/m, kappa 31.30
  steps for error ratio 1e-6: bound 41, observed 36
  kappa: strained uniform 29.16, alloy without prestress term 30.01
Alloy n=4, N=512: lambda_min 7.3879, lambda_max 402.006 N/m, kappa 54.41
  steps for error ratio 1e-6: bound 54, observed 45
216-atom alloy, relaxation from ideal sites:
  energy per atom: 5.0836e-21 -> 1.9721e-21 J
  steps to force ratio 1e-8: 44; rms displacement 7.218 pm
  drift of mean position, no projection: 2.3e-16 pm
  ideal-site bond 247.48 pm; relaxed means A-C 244.88, B-C 255.68 pm
Nonlinear minus linear CG after 8 steps, relative: 7.61e-05 (0.1 pm start), 7.60e-06 (0.01 pm)
Three-mode error ratio after 2 and 3 steps: 1.31e-01, 1.4e-14
Net force of 1e-3 of the force norm, no projection, 42 steps until curvature is lost:
  smallest two-step error 3.71e-03, proven floor 5.91e-04 (relative)
  smallest error 3.37e-03 at step 14, last error 8.25e+01 (relative)
  direction, internal/translational part: first 1.00e+03, last 3.21e-05
  rigid shift 9.824e+06 pm; start rms 1.718 pm
  with projection, error ratio after 51 steps: 2.2e-09
Pinned atom: lambda_min 0.2978, cap 0.7134 N/m, kappa 1344.88
  linear CG steps to 1e-6: free 35, pinned 76; bounds 41, 267
Dynamical matrix: frequencies 1.552 to 9.175 THz, kappa 34.95, mass ratio 1.643
  mass-scaled CG steps to 1e-6: 37, bound 43
Model inputs A-C, B-C: d [245. 260.] pm; alpha [40. 35.] N/m; beta [9. 6.] N/m
Masses A, B, C: [ 70. 115.  75.] u; B fraction 0.25
```
